# Double Occupancy and Local Moment in the Effective Spin Model

Suppose that the strongly repulsive, half-filled Hubbard model has been replaced by its Heisenberg spin model, and that observables are evaluated with their original operators in the spin ground state. Every site of a spin state holds one electron, so the double occupancy comes out as zero and the local moment has its full value. The interaction energy is then zero. So is the kinetic energy, because a single hop leads out of the spin states. Yet the spin model gives a negative energy. The parts do not add up to the whole, and two sites suffice to find the fault.

## The counter-example: two sites

Take two electrons on two sites, with

$$H=UD+T,\qquad D=\sum_i D_i,\qquad D_i=n_{i\uparrow}n_{i\downarrow},\qquad T=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right).$$

The relevant states are the singlet with one electron per site and the even combination of doubly occupied sites:

$$|s\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}-c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}\right)|0\rangle,\qquad |d\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|0\rangle .$$

The operator $c^\dagger_{a}c_{b}$ replaces a creation operator $c^\dagger_b$ in the state by $c^\dagger_a$. The sum of hops, without the factor $-t$, therefore turns $c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle$ into $\sqrt2\,|d\rangle$. It turns $c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle$ into $-\sqrt2\,|d\rangle$, the sign coming from reordering the two operators on the same site. The two terms of the singlet add, and

$$T|s\rangle=-2t|d\rangle .$$

In the basis $(|s\rangle,|d\rangle)$ the Hamiltonian has diagonal elements $0,U$ and off-diagonal element $-2t$. Its lower eigenvalue is

$$E=\tfrac12\left(U-\sqrt{U^2+16t^2}\right)=-\frac{4t^2}{U}+\dots$$

The leading term is the energy $-J$ of the singlet in the spin model $J(\mathbf S_1\cdot\mathbf S_2-\tfrac14)$ with $J=4t^2/U$, since $\mathbf S_1\cdot\mathbf S_2=-\tfrac34$ there.

This energy depends on $U$. For a normalized eigenstate, $dE/dU=\langle \partial H/\partial U\rangle=\langle D\rangle$, so

$$\langle D\rangle=\frac12\left(1-\frac{U}{\sqrt{U^2+16t^2}}\right)=\frac{4t^2}{U^2}+\dots$$

By symmetry each site has half of this, $2t^2/U^2$ at leading order. The bare operator gives zero.

The state shows why. First-order perturbation theory gives the admixture $-\langle d|T|s\rangle/U=2t/U$, so the ground state is

$$|g\rangle\simeq|s\rangle+\frac{2t}{U}|d\rangle .$$

The spin model labels this state by $|s\rangle$, but the electrons are not in $|s\rangle$. In $|s\rangle$ itself the mean energy is $\langle s|H|s\rangle=0$, not $-J$.

For $t=1$ and $U=10$, with energies in units of $t$, we have $t^2/U^2=0.01$ and $J=0.4$. The leading double occupancy per site is $2\times0.01=0.020$; the exact value is $0.0179$. The leading result is 12% too large relative to the exact one.

The energy parts are now consistent. The interaction energy is $U\langle D\rangle\simeq10\times0.04=0.4$. The kinetic energy is twice the product of the admixture and the matrix element, $2(2t/U)(-2t)=-8t^2/U=-0.8$. Their sum is $-0.4=-J$. The exact parts are $0.358$ and $-0.743$, with sum $-0.385$.

The local moment follows from

$$\mathbf S_i^2=\tfrac34(n_i-2D_i).$$

This holds because an empty or doubly occupied site has spin zero, and a singly occupied site has $\mathbf S_i^2=\tfrac34$. With $\langle n_i\rangle=1$, the moment is $\tfrac34(1-2\times0.020)=0.720$, against $0.723$ exactly and $0.75$ from the bare operator in the spin state.

The triplet behaves differently. The relative sign in $|s\rangle$ is reversed in its $m=0$ member, so the two contributions to $T$ cancel. There is no admixture, the double occupancy is zero and the moment is $\tfrac34$. The reduction therefore depends on the spin state; it is not a fixed factor attached to each site.

## The general statement

Let there be one electron per site on a finite cluster, with

$$T=-\sum_{\langle ij\rangle\sigma}t_{ij}\left(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right),$$

real $t_{ij}$, and all $|t_{ij}|\ll U$. The sites form two sublattices, and hops connect one sublattice with the other. Let $P$ project on the states with every site singly occupied.

The Schrieffer-Wolff transformation uses an antihermitian $S$, chosen so that $e^{S}He^{-S}$ has no matrix elements between $P$ and the rest. This condition leaves a further rotation within $P$ free; here $S$ is taken with $PSP=0$, and the formulas below refer to this choice. An extra rotation within $P$ of order $t^2/U^2$ would in general change $(S_i^z)_{\rm eff}$ at that order, together with the spin states. It would not change $D_{i,\rm eff}$ or $(\mathbf S_i^2)_{\rm eff}$ at that order, nor any expectation value in an eigenstate of the electrons. A low-energy eigenstate of the electrons is then $|\psi\rangle=e^{-S}|\phi\rangle$, where $|\phi\rangle$ is an eigenstate of the spin model. For any observable $A$,

$$\langle\psi|A|\psi\rangle=\langle\phi|A_{\rm eff}|\phi\rangle,\qquad A_{\rm eff}=P\,e^{S}Ae^{-S}P .$$

Thus the observable must be rotated with the same $S$ as the Hamiltonian. To order $t^2/U^2$ the results are

$$D_{i,\rm eff}=\sum_j\frac{2t_{ij}^2}{U^2}\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right),\qquad (\mathbf S_i^2)_{\rm eff}=\tfrac34\left(1-2D_{i,\rm eff}\right),$$

$$(S_i^z)_{\rm eff}=S_i^z-\sum_j\frac{t_{ij}^2}{U^2}\left(S_i^z-S_j^z\right).$$

## Proof

**The generator.** One hop changes the number of doubly occupied sites by $+1$, $0$ or $-1$. Write $T=T_++T_0+T_-$ accordingly, so that $[D,T_\pm]=\pm T_\pm$ and $T_-=T_+^\dagger$. In a state of $P$ every hop ends on an occupied site and leaves an empty one behind. Hence $T_0P=T_-P=0$, and by conjugation $PT_0=PT_+=0$.

Choose the first-order generator

$$S_1=\frac{T_+-T_-}{U},\qquad [S_1,UD]=-T_+-T_- ,$$

which cancels the part of $T$ that changes $D$. To second order,

$$e^{S_1}He^{-S_1}=UD+T_0+[S_1,T_0]+\tfrac12[S_1,T_++T_-]+\dots$$

The factor $\tfrac12$ is the sum of $[S_1,T_++T_-]$ and $\tfrac12[S_1,[S_1,UD]]=-\tfrac12[S_1,T_++T_-]$. The last term equals $[T_+,T_-]/U$, so that

$$H_{\rm eff}=-\frac1U\,PT_-T_+P .$$

The term $[S_1,T_0]$ has no part within $P$, but it still connects $P$ to the other states. It is removed by

$$S_2=\frac{[T_+,T_0]+[T_-,T_0]}{U^2},\qquad [S_2,UD]=-[S_1,T_0].$$

This $S_2$ changes $D$ by $\pm1$. If $A$ conserves $D$, then $P[S_2,A]P=0$. This applies to $D_i$, $\mathbf S_i^2$ and $S_i^z$, so their second-order forms need $S_1$ alone.

**Double occupancy.** Since $D_iP=PD_i=0$, a term in the expansion of $e^SD_ie^{-S}$ survives if there is a generator on each side of $D_i$. The lowest such term is $-PS_1D_iS_1P$. With $S_1P=T_+P/U$ and $PS_1=-PT_-/U$,

$$D_{i,\rm eff}=\frac1{U^2}\,PT_-D_iT_+P .$$

The minus signs cancel, as they must for a probability. The operator $D_i$ selects hops from a neighbour $j$ into $i$. To return to $P$, an electron must hop from $i$ to the empty site $j$. The two factors $-t_{ij}$ give $t_{ij}^2$, multiplied by

$$\sum_{\sigma\sigma'}c^\dagger_{j\sigma'}c_{i\sigma'}c^\dagger_{i\sigma}c_{j\sigma}
=\sum_{\sigma\sigma'}c^\dagger_{j\sigma'}c_{j\sigma}\left(\delta_{\sigma\sigma'}-c^\dagger_{i\sigma}c_{i\sigma'}\right).$$

Here $c_{j\sigma}$ was moved past two operators of another site, which leaves the sign unchanged, and the anticommutator on site $i$ was used. The first part is $n_j=1$. In the second part, the terms with $\sigma=\sigma'$ give $\tfrac12n_in_j+2S_i^zS_j^z$, and those with $\sigma\ne\sigma'$ give $S_i^+S_j^-+S_i^-S_j^+$. Together they are $\tfrac12+2\mathbf S_i\cdot\mathbf S_j$ in $P$. The result is

$$1-\tfrac12-2\mathbf S_i\cdot\mathbf S_j=2\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right),$$

which proves the formula for $D_{i,\rm eff}$. The bracket $\Pi_{ij}=\tfrac14-\mathbf S_i\cdot\mathbf S_j$ is 1 for a singlet and 0 for a triplet: it projects on the singlet of the pair. The Pauli principle forbids the virtual hop of parallel spins.

**Energy.** Each state in $T_+P$ has one doubly occupied site, so $DT_+P=T_+P$. Summing $D_{i,\rm eff}$ over sites counts each bond twice and gives

$$PT_-T_+P=\sum_{\langle ij\rangle}4t_{ij}^2\,\Pi_{ij},\qquad H_{\rm eff}=\sum_{\langle ij\rangle}\frac{4t_{ij}^2}{U}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right).$$

Therefore $UD_{\rm eff}=-H_{\rm eff}$. The rotated kinetic energy is $P[S_1,T]P=-2PT_-T_+P/U=2H_{\rm eff}$. At leading order, exchange lowers the energy by a kinetic gain, half of which is paid back as repulsion.

**Local moment.** We need $n_{i,\rm eff}$. The operator $n_i-1$ vanishes on $P$, so, as for $D_i$, its second-order form is $PT_-(n_i-1)T_+P/U^2$. In the virtual state $n_i-1$ is $+1$ if $i$ is doubly occupied and $-1$ if it is empty. On each bond these two cases have the same operator weight $2t_{ij}^2\Pi_{ij}$, which is symmetric in $i$ and $j$. They cancel, and $n_{i,\rm eff}=1$ to this order. The identity $\mathbf S_i^2=\tfrac34(n_i-2D_i)$ then gives the stated result.

**Spin component.** The operator $S_i^z$ does not vanish on $P$, so all second-order terms count:

$$\tfrac12P[S_1,[S_1,S_i^z]]P=\frac1{U^2}\left(PT_-S_i^zT_+P-\tfrac12\left\{PT_-T_+P,\,S_i^z\right\}\right).$$

The first-order term vanishes because $PS_1P=0$ and $S_i^z$ conserves $D$. For a bond without site $i$, $S_i^z$ commutes with the hops and the two terms cancel. For a bond $ij$ the first term is zero, because site $i$ is empty or doubly occupied in the virtual state. What remains is $-(2t_{ij}^2/U^2)\{\Pi_{ij},S_i^z\}$.

Split $S_i^z=\tfrac12(S_i^z+S_j^z)+\tfrac12(S_i^z-S_j^z)$. The sum gives zero on a singlet and commutes with $\Pi_{ij}$, so it drops out. The difference exchanges the singlet and the $m=0$ triplet and gives zero on the other two states. In each product of the anticommutator one of these two transitions survives, so the anticommutator of $\Pi_{ij}$ with the difference is the difference itself. Hence $\{\Pi_{ij},S_i^z\}=\tfrac12(S_i^z-S_j^z)$, which gives the stated formula.

**Remainder.** Reversing the sign of the orbitals on one sublattice changes $T$ into $-T$ and leaves $D_i$ and all spin operators unchanged. On $P$ this operation is a constant sign, since each sublattice holds a fixed number of electrons. The generators are built from commutators of the parts of $T$ and follow the same change. The rotated operators are therefore even in the hopping. The next corrections to the three observables are of order $t^4/U^4$, and those to $H_{\rm eff}$ of order $t^4/U^3$. The numerical check compares these formulas with a rotation built from exact eigenvectors on a ring with unequal hoppings, and finds these powers.

## When the spin state must change too

The next term of the spin Hamiltonian is smaller than the first by a factor of order $t^2/U^2$. The numerical coefficient depends on the geometry: measured by the spread of the eigenvalues at large $U$, it is about 4 for an open chain of four sites and about 11 for a ring of four sites, both with equal hopping. If the Heisenberg ground state $|\phi_0\rangle$ of the cluster is not degenerate, the corrected state is $|\phi_0\rangle+(t^2/U^2)|\phi_1\rangle+\dots$. Write $A_{\rm eff}=a_0+(t^2/U^2)a_2+\dots$. Then

$$\langle A\rangle=\langle a_0\rangle_0+\frac{t^2}{U^2}\left(\langle a_2\rangle_0+2\,{\rm Re}\,\langle\phi_1|a_0|\phi_0\rangle\right)+\dots$$

For $D_i$ we have $a_0=0$. For $\mathbf S_i^2$ it is the constant $\tfrac34$, and normalization makes ${\rm Re}\,\langle\phi_1|\phi_0\rangle=0$. In both cases the Heisenberg state suffices at leading order. For a spin correlation, $a_0$ is a nontrivial operator, and both terms in the bracket are in general needed.

An open chain of four sites with equal hopping, again at $U=10$, shows both cases. The Heisenberg state has $\langle\mathbf S_1\cdot\mathbf S_2\rangle=-0.683$ and $\langle\mathbf S_2\cdot\mathbf S_3\rangle=-0.250$. The double occupancies are

$$\text{end site: }0.02\,(0.25+0.683)=0.0187,$$
$$\text{inner site: }0.02\,(0.25+0.683+0.25+0.250)=0.0287 .$$

The exact values are $0.0170$ and $0.0253$. The inner site has two neighbours to exchange with and the smaller moment: $\tfrac34(1-2\times0.0287)=0.707$, against $0.712$ exactly.

For $\langle\mathbf S_2\cdot\mathbf S_3\rangle$ the bare value is $-0.250$. Rotating the operator alone, with the rotation built from exact eigenvectors (all orders in $t/U$) and the unchanged Heisenberg state, gives $-0.229$, and the exact value is $-0.227$. At $U=160$, where higher orders are small, the operator contributes $2.36\,t^2/U^2$ and the change of state $0.29\,t^2/U^2$. The second is smaller here, but of the same order. This division into two parts refers to the choice $PSP=0$; the sum does not depend on that choice.

The same caution applies to an ordered moment. If the spin state is taken to be the Néel state, a site with $z$ equal neighbours has $|\langle S_i^z\rangle|=\tfrac12-zt^2/U^2$, because $S_i^z-S_j^z=\pm1$ on each bond. For the inner site this is $0.5-2\times0.01=0.480$, and the exact rotation gives $0.4815$. This is the effect of charge fluctuations alone. The Heisenberg ground state is not the Néel state, and its own spin fluctuations and corrections must be included separately.

## Limits of the result

The expansion needs small $t/U$. In the dimer, $D_iU^2/t^2$ should approach 2; it is $1.99$ at $U=40$, $1.79$ at $U=10$ and $1.37$ at $U=5$. How small $t/U$ must be depends on the cluster: on a ring of four sites with equal hopping, the leading double occupancy at $U=10$ is 29% too large, against 12% in the dimer. Below half filling, $P$ must instead project on the states with no doubly occupied site, and electrons can hop into empty sites without creating double occupancy. Then $T_0P\neq0$, and the low-energy model is no longer a pure spin model. The rule $A_{\rm eff}=Pe^SAe^{-S}P$ remains, but the formulas above must be derived anew.

Finally, the bare operator is correct for electrons actually prepared with one on every site, for which $\langle D_i\rangle=0$ at that instant. Such a state is $|\phi\rangle$ itself, which in general differs from $e^{-S}|\phi\rangle$; the two coincide for states without admixture, such as the triplet of the dimer. As the singlet $|s\rangle$ shows, it need not be the low-energy state that the spin model describes.

## Computed results

```
Remainder of each operator formula ~ U^-p, ring, U = 40 t and 80 t:
  H_eff: p = 2.990
  T_eff: p = 2.984
  D_i: p = 3.983
  S_i^2: p = 3.983
  Sz_i: p = 3.983
  D_i by exp(S): p = 3.999
Dimer: t = 1, U = 10 t, t^2/U^2 = 0.0100, J = 0.4000 t
  energy: spin model -0.40000 t, exact -0.38516 t
  double occupancy per site: bare 0.00000, rotated 0.02000, exact 0.01788
  exact triplet double occupancy per site: 0.00000
  <S_i^2>: bare 0.75000, rotated 0.72000, exact 0.72318
  interaction energy: rotated 0.40000 t, exact 0.35762 t
  kinetic energy: rotated -0.80000 t, exact -0.74278 t
  exact dimer D_i and D_i*U^2/t^2 (limit from rotated operator: 2.000):
    U = 5 t: D_i = 0.054783, scaled 1.3696
    U = 10 t: D_i = 0.017881, scaled 1.7881
    U = 20 t: D_i = 0.004855, scaled 1.9419
    U = 40 t: D_i = 0.001241, scaled 1.9851
Open four-site chain, U = 10 t:
  dE/dU = 0.084612, total exact double occupancy = 0.084612
  Heisenberg state: <S1.S2> = -0.68301, <S2.S3> = -0.25000
  end site: D_i rotated 0.01866, exact 0.01701
    <S_i^2> rotated 0.72201, exact 0.72449
    error with the unchanged Heisenberg state ~ U^-p, p = 3.993
  inner site: D_i rotated 0.02866, exact 0.02530
    <S_i^2> rotated 0.70701, exact 0.71205
    error with the unchanged Heisenberg state ~ U^-p, p = 3.992
  Neel |<Sz>|, inner site: bare 0.50000, rotated 0.48000, exact rotation 0.48150
  <S2.S3>: bare -0.25000, operator rotated only -0.22929, exact -0.22667
  changes of <S2.S3> in units of t^2/U^2 (U = 160 t): operator 2.3647, state 0.2886
```
